# Intrinsic Second-Order Hall Response of a PT-Symmetric Tilted Dirac Antiferromagnet: test program

```python
"""
Intrinsic second-order Hall response of a PT-symmetric tilted Dirac model.

H = w kx + vx kx tau_x + vy ky tau_y s_z + D tau_z   (vx, vy, w: energy*length)
Result under test: j_x = beta E_y^2, j_y = -beta E_x E_y, with at T = 0
  beta = -(e^3/hbar) (w vy / (4 pi vx)) mu (mu^2-(1-t^2)D^2)/(mu^2+t^2 D^2)^(5/2)
for |mu| > D sqrt(1-t^2), t = w/vx, and beta = 0 in the gap.
The general definition uses the Berry connection polarizability
  G_ab = 2 Re sum_m A_a^{nm} A_b^{mn} / (e_n - e_m),
  chi_abc = (e^3/hbar) sum int d2k/(2pi)^2 f0' (d_a e G_bc - d_b e G_ac).
Electron charge is -e. Energies in eV, lengths in nm; chi/(e^3/hbar) in nm/eV.
"""
from itertools import permutations
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, expit

one = np.eye(2)
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
SPIN = np.kron(one, sz)


def derivative_matrices(p):
    vx, vy, w, D = p
    return (w * np.eye(4) + vx * np.kron(sx, one), vy * np.kron(sy, sz))


def hamiltonian(kx, ky, p):
    hx, hy = derivative_matrices(p)
    kx = np.asarray(kx, float)[..., None, None]
    ky = np.asarray(ky, float)[..., None, None]
    return kx * hx + ky * hy + p[3] * np.kron(sz, one)


def pair_data(kx, ky, p, upper=True):
    """Energy, velocities, and pair-traced G (xx, xy, yy) from eigenvectors."""
    hx, hy = derivative_matrices(p)
    e, u = np.linalg.eigh(hamiltonian(kx, ky, p))
    uh = np.conj(np.swapaxes(u, -1, -2))
    X, Y = uh @ hx @ u, uh @ hy @ u
    n, m = (slice(2, 4), slice(0, 2)) if upper else (slice(0, 2), slice(2, 4))
    gap = e[..., n].mean(-1) - e[..., m].mean(-1)

    def polarizability(A, B):
        s = np.sum(A[..., n, m] * np.conj(B[..., n, m]), axis=(-1, -2))
        return 2 * s.real / gap**3

    def velocity(A):
        return np.trace(A[..., n, n], axis1=-2, axis2=-1).real / 2

    return (e[..., n].mean(-1), velocity(X), velocity(Y),
            polarizability(X, X), polarizability(X, Y), polarizability(Y, Y))


def traced_curvature(kx, ky, p, weight):
    """Upper-pair trace of weight*curvature; weight commutes with H."""
    hx, hy = derivative_matrices(p)
    e, u = np.linalg.eigh(hamiltonian(kx, ky, p))
    X = u.conj().T @ weight @ hx @ u
    Y = u.conj().T @ hy @ u
    gap = e[2:].mean() - e[:2].mean()
    return -2 * np.sum(X[2:, :2] * Y[:2, 2:].T).imag / gap**2


def beta_closed(mu, p):
    """Derived zero-temperature formula, in units of e^3/hbar."""
    vx, vy, w, D = p
    t = w / vx
    mu = np.asarray(mu, float)
    num = mu * (mu**2 - (1 - t**2) * D**2)
    val = -w * vy / (4 * np.pi * vx) * num / (mu**2 + t**2 * D**2)**2.5
    return np.where(np.abs(mu) > D * np.sqrt(1 - t**2), val, 0.0)


def fermi_line(mu, p, n_angle=240):
    """Zero-temperature chi_xyy, chi_yxx by definition, and pocket area."""
    vx, vy, w, D = p
    sign = np.sign(mu)
    t = w / vx
    k0 = -sign * t * D / np.sqrt(1 - t**2) / vx
    phi = 2 * np.pi * np.arange(n_angle) / n_angle
    reach = 20 * abs(mu) / min(vx - abs(w), vy)

    def offset(r, a):
        kx, ky = k0 + r * np.cos(a), r * np.sin(a)
        d = np.sqrt((vx * kx)**2 + (vy * ky)**2 + D**2)
        return w * kx + sign * d - mu

    r = np.array([brentq(offset, 0, reach, args=(a,), xtol=1e-14) for a in phi])
    e, ux, uy, gxx, gxy, gyy = pair_data(k0 + r * np.cos(phi), r * np.sin(phi),
                                         p, upper=mu > 0)
    assert np.allclose(e, mu, atol=1e-10)
    slope = np.abs(ux * np.cos(phi) + uy * np.sin(phi))
    measure = -r / slope * (2 * np.pi / n_angle) / (4 * np.pi**2)
    area = np.sum(r**2) / 2 * 2 * np.pi / n_angle
    return (np.sum(measure * (ux * gyy - uy * gxy)),
            np.sum(measure * (uy * gxx - ux * gxy)), area)


# ---------- symmetry and curvature, dimensionless test model ----------
ptest = (1.0, 0.8, 0.4, 1.0)
kx0, ky0 = 0.6, 0.4
H0 = hamiltonian(kx0, ky0, ptest)
U = np.kron(one, 1j * sy)
assert np.allclose(U @ H0.conj() @ U.conj().T, H0)
assert np.allclose(U @ U.conj(), -np.eye(4))
parity = np.kron(sz, one)
flat = (1.0, 0.8, 0.0, 1.0)
assert np.allclose(parity @ hamiltonian(kx0, ky0, flat) @ parity,
                   hamiltonian(-kx0, -ky0, flat))
assert not np.allclose(parity @ H0 @ parity, hamiltonian(-kx0, -ky0, ptest))
d0 = np.sqrt(kx0**2 + (0.8 * ky0)**2 + 1)
curv_total = traced_curvature(kx0, ky0, ptest, np.eye(4))
curv_block = traced_curvature(kx0, ky0, ptest, SPIN) / 2
assert abs(curv_total) < 1e-12
assert abs(curv_block + 0.8 / (2 * d0**3)) < 1e-12

# ---------- polarizability and its curl ----------
q = np.array([kx0, 0.8 * ky0])
vel = np.array([1.0, 0.8])
G_formula = np.outer(vel, vel) / (4 * d0**3) * (np.eye(2) - np.outer(q, q) / d0**2)
for up, sg in ((True, 1), (False, -1)):
    g = pair_data(kx0, ky0, ptest, up)[3:]
    ref = 2 * sg * np.array([G_formula[0, 0], G_formula[0, 1], G_formula[1, 1]])
    assert np.allclose(g, ref, atol=1e-12)
step = 1e-4
dGx = (np.array(pair_data(kx0 + step, ky0, ptest)[3:])
       - np.array(pair_data(kx0 - step, ky0, ptest)[3:])) / (2 * step)
dGy = (np.array(pair_data(kx0, ky0 + step, ptest)[3:])
       - np.array(pair_data(kx0, ky0 - step, ptest)[3:])) / (2 * step)
assert abs(dGx[2] - dGy[1] + 0.8**2 * q[0] / d0**5) < 1e-6


# ---------- second-order velocity from Schroedinger dynamics ----------
def driven_velocity(field):
    """Pair-averaged velocity at k0 after a smooth switch-on of E along y."""
    width, t_end = 6.0, 36.0
    hx, hy = derivative_matrices(ptest)

    def ramp_area(s):
        return 0.5 * (s + s * erf(s / width)
                      + width * np.exp(-(s / width)**2) / np.sqrt(np.pi))

    def h_at(s):
        ky = ky0 + field * (ramp_area(t_end) - ramp_area(s))
        return kx0 * hx + ky * hy + ptest[3] * np.kron(sz, one)

    start = np.linalg.eigh(h_at(-t_end))[1][:, 2:].astype(complex)
    sol = solve_ivp(lambda s, y: (-1j * h_at(s) @ y.reshape(4, 2)).ravel(),
                    (-t_end, t_end), start.ravel(), method="DOP853",
                    rtol=1e-12, atol=1e-14)
    psi = sol.y[:, -1].reshape(4, 2)
    return np.array([np.sum(psi.conj() * (op @ psi)).real / 2
                     for op in (hx, hy, SPIN @ hx)])


static = np.array(pair_data(kx0, ky0, ptest)[1:3])
second = []
for field in (0.01, 0.02):
    plus, minus = driven_velocity(field), driven_velocity(-field)
    second.append(((plus + minus)[:2] / 2 - static) / field**2)
    if field == 0.01:
        odd = (plus - minus) / (2 * field)
c_dynamic = (4 * second[0] - second[1]) / 3
c_theory = np.array([dGx[2] / 2 - dGy[1], -dGy[2] / 2]) / 2
assert np.allclose(c_dynamic, c_theory, atol=5e-5)
assert abs(odd[0]) < 1e-6                         # no linear Hall velocity
assert abs(odd[2] / curv_block - 1) < 5e-3        # hidden in each spin block

# ---------- worked example ----------
vx, vy, w, D = p = (0.30, 0.24, 0.12, 0.040)
mu, temp, tau, E_si = 0.060, 100.0, 1e-13, 1e4
t = w / vx
edge = D * np.sqrt(1 - t**2)
for chem, pars in ((mu, p), (0.038, p), (-mu, p), (mu, (vx, vy, -w, D))):
    xyy, yxx, _ = fermi_line(chem, pars)
    assert abs(xyy / beta_closed(chem, pars) - 1) < 1e-7
    assert abs(yxx) < 1e-8 * abs(xyy)
beta_line, _, area = fermi_line(mu, p)
half_y = np.sqrt(mu**2 / (1 - t**2) - D**2) / vy
half_x = half_y * vy / vx / np.sqrt(1 - t**2)
assert abs(np.pi * half_x * half_y / area - 1) < 1e-9
density = 2 * area / (4 * np.pi**2)

S, P = (1 - t**2) * D**2, t**2 * D**2
mu_peak = np.sqrt((4*S + 3*P + np.sqrt((4*S + 3*P)**2 - 8*S*P)) / 4)
best = minimize_scalar(lambda m: -abs(float(beta_closed(m, p))),
                       bounds=(edge, 4 * D), method="bounded",
                       options={"xatol": 1e-10})
assert abs(best.x - mu_peak) < 1e-6

# ---------- finite temperature on a k grid, from the definition ----------
kB = const.k / const.e
hbar_eVs = const.hbar / const.e
kT = kB * temp
axis = np.linspace(-1.2, 1.2, 241)
cell = (axis[1] - axis[0])**2 / (4 * np.pi**2)
KX, KY = np.meshgrid(axis, axis, indexing="ij")
bands = [pair_data(KX, KY, p, up) for up in (True, False)]


def tensor(shift_weight=1.0, k2=0.0):
    """chi_abc/(e^3/hbar); shift_weight 1: f0(corrected), 1/2: f0(bare)."""
    chi = np.zeros((2, 2, 2))
    for e, ux, uy, gxx, gxy, gyy in bands:
        x = (e + k2 * (KX**2 + KY**2) - mu) / kT
        fp = -expit(x) * expit(-x) / kT
        v = (ux + 2 * k2 * KX, uy + 2 * k2 * KY)
        g = ((gxx, gxy), (gxy, gyy))
        M = np.array([[[np.sum(fp * v[a] * g[b][c]) for c in range(2)]
                       for b in range(2)] for a in range(2)]) * cell
        chi += shift_weight * M - np.swapaxes(M, 0, 1)
    return (chi + np.swapaxes(chi, 1, 2)) / 2


def hall_part(chi):
    return chi - sum(np.transpose(chi, s) for s in permutations(range(3))) / 6


def beta_thermal(kt):
    x = np.linspace(-40, 40, 400001)
    return np.sum(expit(x) * expit(-x) * beta_closed(mu + kt * x, p)) * (x[1] - x[0])


chi_T = tensor()
beta_T = chi_T[0, 1, 1]
assert abs(beta_thermal(kT) / beta_T - 1) < 1e-4
assert abs(2 / 3 * (chi_T[0, 1, 1] - chi_T[1, 0, 1]) / beta_T - 1) < 1e-8
chi_bare = tensor(0.5)
hall_bare = hall_part(chi_bare)[0, 1, 1]
assert abs(hall_bare / beta_T - 2 / 3) < 1e-8
k2_free = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
beta_k2 = tensor(1.0, k2_free)[0, 1, 1]

# ---------- Drude terms, checked with the displaced distribution ----------
rate = tau / hbar_eVs
QX, QY = vx * KX, vy * KY
dd = np.sqrt(QX**2 + QY**2 + D**2)
drude2 = sigma = 0.0
for s in (1, -1):
    x = (w * KX + s * dd - mu) / kT
    mfp = expit(x) * expit(-x) / kT
    ux, uy = w + s * vx * QX / dd, s * vy * QY / dd
    inv_mass = s * vy**2 * (1 / dd - QY**2 / dd**3)
    drude2 -= 2 * cell * rate**2 * np.sum(mfp * ux * inv_mass)
    sigma += 2 * cell * rate * np.sum(mfp * uy**2)


def displaced(a):
    """Velocity sums for the exact relaxation-time solution, a = eE tau/hbar."""
    nodes, weights = np.polynomial.laguerre.laggauss(4)
    out = np.zeros(2)
    for s in (1, -1):
        occ = expit(-(w * KX + s * dd - mu) / kT) if s == 1 else \
            -expit((w * KX + s * dd - mu) / kT)
        for node, wt in zip(nodes, weights):
            qy = vy * (KY - a * node)
            d = np.sqrt(QX**2 + qy**2 + D**2)
            out += wt * 2 * cell * np.array(
                [np.sum(occ * s * vx * QX * (1 / d - 1 / dd)),
                 np.sum(occ * s * vy * (qy / d - QY / dd))])
    return out


a = 0.002
up_, dn_ = displaced(a), displaced(-a)
assert abs(-(up_[0] + dn_[0]) / 2 / a**2 * rate**2 / drude2 - 1) < 5e-3
assert abs((dn_[1] - up_[1]) / (2 * a) * rate / sigma - 1) < 5e-3
tau_equal = tau * np.sqrt(abs(beta_T / drude2))
chi_sum = chi_T.copy()
for idx in ((0, 1, 1), (1, 0, 1), (1, 1, 0)):
    chi_sum[idx] += drude2
assert abs(2 / 3 * (chi_sum[0, 1, 1] - chi_sum[1, 0, 1]) / beta_T - 1) < 1e-6

# ---------- output ----------
G0 = const.e**2 / const.hbar
conv = G0 * 1e6                      # nm/V times siemens -> uA nm/V^2
E_nm = E_si * 1e-9
print("TEST MODEL vx=1 vy=0.8 w=0.4 D=1, k=(0.6,0.4), e=hbar=1")
print(f"pair-traced Berry curvature: {abs(curv_total):.1e}")
print(f"curvature of spin-up block, upper band: {curv_block:.5f}")
print(f"2nd-order velocity x, dynamics / theory: {c_dynamic[0]:.5f} / {c_theory[0]:.5f}")
print(f"2nd-order velocity y, dynamics / theory: {c_dynamic[1]:.5f} / {c_theory[1]:.5f}")
print(f"linear Hall velocity/E, pair average: {abs(odd[0]):.1e}")
print(f"linear Hall velocity/E, spin-up block: {odd[2]:.5f}")
print("WORKED EXAMPLE")
print(f"vx, vy, w: {vx:.2f}, {vy:.2f}, {w:.2f} eV nm")
print(f"speed vx/hbar: {vx*1e-9/hbar_eVs:.3e} m/s")
print(f"D, mu: {D*1e3:.1f}, {mu*1e3:.1f} meV; tilt t = {t:.2f}")
print(f"upper band edge: {edge*1e3:.2f} meV")
print(f"pocket half-axes x, y: {half_x:.4f}, {half_y:.4f} 1/nm")
print(f"pocket centre kx: {-mu*t/(1-t**2)/vx:.4f} 1/nm")
print(f"carrier density (T=0): {density*1e14:.3e} cm^-2")
print(f"e^2/hbar: {G0:.5e} S")
print(f"beta/(e^3/hbar), formula T=0: {float(beta_closed(mu,p)):.5f} nm/eV")
print(f"beta/(e^3/hbar), Fermi line T=0: {beta_line:.5f} nm/eV")
print(f"beta T=0: {beta_line*conv:.2f} uA nm/V^2 = {beta_line*conv*1e-15:.3e} A m/V^2")
for m in (0.038, 0.050, 0.080, 0.100):
    print(f"beta T=0 at mu={m*1e3:.0f} meV: {float(beta_closed(m,p))*conv:.2f} uA nm/V^2")
print(f"peak position mu: {mu_peak*1e3:.2f} meV")
print(f"peak beta T=0: {float(beta_closed(mu_peak,p))*conv:.2f} uA nm/V^2")
print(f"beta at {temp:.0f} K: {beta_T*conv:.2f} uA nm/V^2")
print(f"beta at 300 K: {beta_thermal(kB*300)*conv:.2f} uA nm/V^2")
print(f"field: {E_si/100:.0f} V/cm")
print(f"intrinsic sheet current j_x at {temp:.0f} K: {beta_T*conv*1e-15*E_si**2*1e6:.2f} pA/um")
print("NEGLECTED OR COMPETING EFFECTS")
print(f"relaxation time: {tau*1e12:.2f} ps")
print(f"2nd-order Drude chi_xyy at {temp:.0f} K: {drude2*conv:.1f} uA nm/V^2")
print(f"ratio Drude/intrinsic: {drude2/beta_T:.2f}")
print(f"tau at which magnitudes are equal: {tau_equal*1e15:.2f} fs")
print(f"hbar/tau: {1e3/rate:.2f} meV; mu minus edge: {(mu-edge)*1e3:.2f} meV")
print(f"kT at {temp:.0f} K: {kT*1e3:.2f} meV")
print(f"beta with free-electron k^2 term, {temp:.0f} K: {beta_k2*conv:.2f} uA nm/V^2")
print(f"bare-energy occupation, chi_xyy: {chi_bare[0,1,1]*conv:.2f} uA nm/V^2")
print(f"bare-energy occupation, Hall part: {hall_bare*conv:.2f} uA nm/V^2")
print(f"drift eE tau/hbar over half-axis y: {E_nm*rate/half_y:.4f}")
print(f"interband parameter eE vx/(2D)^2: {E_nm*vx/(2*D)**2:.2e}")
print(f"tunnelling exponent pi D^2/(vx eE): {np.pi*D**2/(vx*E_nm):.0f}")
print(f"linear sheet conductivity yy: {sigma*G0*1e3:.4f} mS")
print(f"Joule heating: {sigma*G0*E_si**2*1e-4:.3f} W/cm^2")
print("ALL CHECKS PASSED")
```

Printed output:

```
TEST MODEL vx=1 vy=0.8 w=0.4 D=1, k=(0.6,0.4), e=hbar=1
pair-traced Berry curvature: 1.9e-16
curvature of spin-up block, upper band: -0.22618
2nd-order velocity x, dynamics / theory: -0.02506 / -0.02506
2nd-order velocity y, dynamics / theory: 0.03682 / 0.03682
linear Hall velocity/E, pair average: 2.0e-11
linear Hall velocity/E, spin-up block: -0.22619
WORKED EXAMPLE
vx, vy, w: 0.30, 0.24, 0.12 eV nm
speed vx/hbar: 4.558e+05 m/s
D, mu: 40.0, 60.0 meV; tilt t = 0.40
upper band edge: 36.66 meV
pocket half-axes x, y: 0.1885, 0.2159 1/nm
pocket centre kx: -0.0952 1/nm
carrier density (T=0): 6.478e+11 cm^-2
e^2/hbar: 2.43413e-04 S
beta/(e^3/hbar), formula T=0: -1.11998 nm/eV
beta/(e^3/hbar), Fermi line T=0: -1.11998 nm/eV
beta T=0: -272.62 uA nm/V^2 = -2.726e-13 A m/V^2
beta T=0 at mu=38 meV: -59.30 uA nm/V^2
beta T=0 at mu=50 meV: -269.55 uA nm/V^2
beta T=0 at mu=80 meV: -208.10 uA nm/V^2
beta T=0 at mu=100 meV: -151.10 uA nm/V^2
peak position mu: 54.91 meV
peak beta T=0: -278.82 uA nm/V^2
beta at 100 K: -226.24 uA nm/V^2
beta at 300 K: -131.90 uA nm/V^2
field: 100 V/cm
intrinsic sheet current j_x at 100 K: -22.62 pA/um
NEGLECTED OR COMPETING EFFECTS
relaxation time: 0.10 ps
2nd-order Drude chi_xyy at 100 K: -26063.1 uA nm/V^2
ratio Drude/intrinsic: 115.20
tau at which magnitudes are equal: 9.32 fs
hbar/tau: 6.58 meV; mu minus edge: 23.34 meV
kT at 100 K: 8.62 meV
beta with free-electron k^2 term, 100 K: -215.22 uA nm/V^2
bare-energy occupation, chi_xyy: -96.84 uA nm/V^2
bare-energy occupation, Hall part: -150.83 uA nm/V^2
drift eE tau/hbar over half-axis y: 0.0070
interband parameter eE vx/(2D)^2: 4.69e-04
tunnelling exponent pi D^2/(vx eE): 1676
linear sheet conductivity yy: 0.1958 mS
Joule heating: 1.958 W/cm^2
ALL CHECKS PASSED
```
